# Detecting localisation from arithmetic and geometric means of the local density

Before computing a low-temperature mobility for a thin, disordered channel, one must decide whether the states at the Fermi energy spread through the sample. If they do, a calculation based on band transport may be a sensible start. If they are localised, conduction at zero temperature vanishes in a large sample, and a finite density of states gives no warning of it. The local density of states (LDOS) can reveal localisation, provided that sample size and energy resolution are changed together and the sample outgrows the localisation length.

## Two sites by hand

Take two sites with energies $u$ and $-u$, coupled by $-v$, in units that keep all energies between $-1$ and $1$:

$$H=\begin{pmatrix}u&-v\\-v&-u\end{pmatrix},\qquad H^2=s^2\,\mathbb 1,\qquad s^2=u^2+v^2 .$$

The levels are $\pm s$. The projector on the upper one is $(\mathbb 1+H/s)/2$, so its weights on the two sites are

$$w_1=\tfrac12(1+u/s),\qquad w_2=\tfrac12(1-u/s).$$

Their arithmetic mean is $1/2$ whatever the coupling. Their geometric mean is

$$\sqrt{w_1w_2}=\tfrac12\sqrt{1-u^2/s^2}=\frac{v}{2s},$$

so the ratio of the two is $v/s$, which vanishes when the sites decouple. For $s=1/2$, $u=2/5$ and $v=3/10$ the weights are $9/10$ and $1/10$, and the ratio is $3/5$.

Now find the LDOS without diagonalising. Let $T_m(\cos\theta)=\cos m\theta$ be the Chebyshev polynomials. Start on site 1 with $a_0=(1,0)$ and $a_1=Ha_0=(u,-v)$. The moments $\mu_m=\langle a_0|T_m(H)|a_0\rangle$ begin with $\mu_0=1$ and $\mu_1=u=2/5$. The next vector is $a_2=2Ha_1-a_0=(2s^2-1,0)$, which gives

$$\mu_2=2s^2-1=-\tfrac12,\qquad \mu_3=2\langle a_2|a_1\rangle-\mu_1=(4s^2-3)u=-\tfrac45 .$$

If only $\mu_0$ and $\mu_1$ are kept, with the damping factor $g_1=1/2$ derived below, the densities at $x=s$ are proportional to $1+us$ and $1-us$. Their ratio of means is $\sqrt{1-u^2s^2}=\sqrt{24/25}\approx0.98$. The same two sites thus give $0.98$ at coarse resolution and $3/5$ when the level is resolved. A ratio means little without its resolution.

## The expansion for any lattice

For a real Hamiltonian with $N$ sites, choose a half-width $a$ such that $x=E/a$ lies in $(-1,1)$ for every level; energies are measured from the middle of the band. From here on, $H$ inside $T_m$ means $H/a$. The LDOS per spin is

$$\rho_i(E)=\sum_n|\psi_n(i)|^2\delta(E-E_n).$$

Because $\int_{-1}^1T_mT_n\,dx/(\pi\sqrt{1-x^2})$ is $1$ for $m=n=0$, $1/2$ for $m=n>0$ and zero otherwise, the expansion damped by factors $g_m$ is

$$\rho_i(E)=\frac{1}{\pi a\sqrt{1-x^2}}\Big[\mu_0+2\sum_{m=1}^{M-1}g_m\mu_mT_m(x)\Big],\quad \mu_m=\langle i|T_m(H)|i\rangle .$$

The vectors $a_m=T_m(H)|i\rangle$ obey $a_{m+1}=2Ha_m-a_{m-1}$. The identity $2T_mT_n=T_{m+n}+T_{|m-n|}$ then gives two moments per matrix product:

$$\mu_{2m}=2\langle a_m|a_m\rangle-\mu_0,\qquad \mu_{2m+1}=2\langle a_{m+1}|a_m\rangle-\mu_1 .$$

A logarithm will be taken, so the broadened density must not be negative. A squared modulus guarantees this. With $q=\pi/(M+1)$ define

$$S(\theta)=\sum_{k=1}^{M}\sin(kq)\,e^{ik\theta},\qquad \Phi(\theta)=\frac{2}{M+1}|S(\theta)|^2=1+2\sum_{m=1}^{M-1}g_m\cos m\theta .$$

The constant term is 1 because $\sum_k\sin^2kq=(M+1)/2$. The other coefficients are

$$g_m=\frac{2}{M+1}\sum_{k=1}^{M-m}\sin kq\,\sin(k+m)q=\frac{1}{M+1}\sum_{k=1}^{M-m}\big[\cos mq-\cos(2k+m)q\big].$$

The second cosine sum is $\cos[(M+1)q]\sin[(M-m)q]/\sin q$. Here $\cos[(M+1)q]=-1$ and $\sin[(M-m)q]=\sin[(m+1)q]$. Expanding this last sine gives the Jackson factors

$$g_m=\frac{(M-m+1)\cos mq+\sin mq\,\cot q}{M+1}.$$

In particular $g_1=\cos q$, which is $1/2$ for $M=2$, as used above.

To sum $S$ itself, write the sine as exponentials and add the vanishing term $k=0$. Both geometric sums have the numerator $-(1+e^{i(M+1)\theta})$, because $e^{\pm i(M+1)q}=-1$. The difference of their inverse denominators is

$$\frac1{e^{i(\theta+q)}-1}-\frac1{e^{i(\theta-q)}-1}=\frac{-2i\sin q\,e^{i\theta}}{2e^{i\theta}(\cos\theta-\cos q)} .$$

Multiplying by the numerator and by $1/(2i)$, and taking the squared modulus,

$$\Phi(\theta)=\frac{2\sin^2q\,\cos^2[(M+1)\theta/2]}{(M+1)(\cos\theta-\cos q)^2}\ge0 .$$

With $x=\cos\theta$ and $E_n=a\cos\theta_n$, a level contributes its site weight times

$$K(E,E_n)=\frac{\Phi(\theta-\theta_n)+\Phi(\theta+\theta_n)}{2\pi a\sin\theta}.$$

For the width, average $(x-x_n)^2$ over this kernel. Since $\langle\cos\theta\rangle=g_1x_n$ and $\langle\cos2\theta\rangle=g_2(2x_n^2-1)$,

$$\langle(x-x_n)^2\rangle=\tfrac12\big[1+g_2(2x_n^2-1)\big]-2g_1x_n^2+x_n^2 .$$

For large $M$, $g_1\simeq1-q^2/2$ and $g_2=(M\cos2q+1)/(M+1)\simeq1-2q^2$. The terms without $q$ cancel, and $q^2(1-x_n^2)$ remains. In energy units the resolution is therefore

$$\sigma\simeq\frac{\pi a\sqrt{1-x^2}}{M}.$$

At $M=200$ and $x=-0.35$, direct quadrature gives a width of $0.0146$ in $x$, against $0.0147$ from this formula.

## The ratio and the path to the limit

Average over sites, disorder samples and a fixed window of energies:

$$\rho_{\rm av}=\langle\rho_i\rangle,\qquad \rho_{\rm typ}=\exp\langle\ln\rho_i\rangle,\qquad R=\rho_{\rm typ}/\rho_{\rm av}.$$

A trace estimated with random vectors yields $\rho_{\rm av}$ alone. The logarithm needs the density of each chosen site, so each expansion must start on one site.

The control parameter is the number of levels within the resolution,

$$n=\sigma N\rho_{\rm av},$$

with $\rho_{\rm av}$ per site. Keeping $M\propto N$ holds $n$ nearly fixed while both size and resolution improve.

**Extended states.** Suppose that $\psi_n(i)=z_n/\sqrt N$, where the $z_n$ are independent real Gaussian numbers of unit variance. Since $z_n^2$ has mean 1 and variance 2, the relative variance of $\rho_i$ is $2\sum_nK_n^2/(\sum_nK_n)^2$, with $K_n=K(E,E_n)$. For small fluctuations, $\langle\ln(1+\delta)\rangle\simeq-\langle\delta^2\rangle/2$. Replacing level sums by integrals, and so neglecting fluctuations in the number of levels, gives

$$\ln R\simeq-\frac{\int K^2\,dE}{N\rho_{\rm av}} .$$

Away from the band edges $K\simeq\Phi/(2\pi a\sin\theta)$ and $dE=a\sin\theta\,d\theta$ in magnitude, so

$$\int K^2dE\simeq\frac{1+2\sum_{m\ge1} g_m^2}{2\pi a\sin\theta}\simeq\frac{M\kappa}{\pi a\sin\theta}=\frac{\kappa}{\sigma},\qquad \kappa=\int_0^1g(y)^2dy .$$

Here $g(y)=(1-y)\cos\pi y+\sin(\pi y)/\pi$ is the large-$M$ form of $g_m$ at $y=m/M$. The squared first term integrates to $1/6+1/(4\pi^2)$; the cross term and the squared second term give $1/(2\pi^2)$ each. Hence

$$R\simeq e^{-\kappa/n},\qquad \kappa=\frac16+\frac5{4\pi^2}\approx0.293 .$$

This does not depend on $N$ at fixed $n$. It assumes real amplitudes with the same variance on every site. Complex amplitudes, as with spin-orbit coupling or a magnetic field, fluctuate less and give a larger $R$. In a disordered lattice the local environment adds a spread between sites that does not vanish as $n$ grows, so the formula is a guide for $n$ of a few levels, not an exact limit. Random symmetric matrices, whose eigenvectors have such amplitudes, give $R=0.917$ for $N=150$ and $0.914$ for $N=600$. The formula gives $0.916$ and $0.915$.

**Localised states.** Now let each state have a centre, and let states centred farther than $r$ from a site contribute on average at most $Ce^{-r/\ell}$ to its density. Let the density of states be bounded. Lengths are in cells and energies in units of the hopping.

In two dimensions, the probability $p$ that a state centred within $r$ lies within energy $\delta$ of $E$ is at most a constant times $r^2\delta$. If there is none, the nearby states enter only through the kernel tail. The closed form of $\Phi$ bounds the tail by a constant times $\sigma^3/\delta^4$, and the site weights sum to at most 1. Choose $\delta=\sigma^{1/2}$ and $r=\sigma^{-1/8}$. Then, as $\sigma\to0$,

- $p$ vanishes at least as fast as $\sigma^{1/4}$;
- the near part vanishes at least as fast as $\sigma$;
- the far part vanishes as $\exp(-\sigma^{-1/8}/\ell)$ or faster.

Let $b$ be the contribution to $\rho_{\rm av}$ from cases with no resonant neighbour; thus $b\to0$. Since the mean of a logarithm cannot exceed the logarithm of the mean, treating the two groups separately gives

$$\langle\ln\rho_i\rangle\le(1-p)\ln\frac{b}{1-p}+p\ln\frac{\rho_{\rm av}}{p}.$$

The first term tends to $-\infty$. The second stays bounded, because $p\ln(1/p)\to0$. So $\rho_{\rm typ}\to0$ while $\rho_{\rm av}$ stays finite. On the path $M\propto N$ the side grows as $\sigma^{-1/2}$, much faster than $r$, so the argument fits inside the sample.

The kernel limits how fast $R$ can fall. For uncoupled sites, levels away from $E$ contribute $\Phi\propto\sin^2q/(M+1)\propto M^{-3}$. The computed exponent of $\rho_{\rm typ}$ is $-2.99$.

The procedure is then:

1. Fix $a$, the energy window and the ratio $M/N$, with $n$ of a few levels.
2. For several sizes, draw disorder samples and sites, and run the recursion from each site.
3. Average $\rho_i$ and $\ln\rho_i$ separately; report $R$, $n$ and the sampling error.
4. Compare the trend of $R$ with $e^{-\kappa/n}$, and check that $\rho_{\rm av}$ does not vanish.

## A channel 24 to 96 nm wide

The example is a square-lattice model of one subband with mass $0.7\,m_e$, a rough value for the $d_{xy}$ band of SrTiO$_3$. The cell side is $2.0$ nm, so $t=\hbar^2/(2m\times\text{side}^2)=13.61$ meV. Opposite edges of the square sample are joined. Each cell has a random energy, uniform over a full width $W$ of 20 meV (weak) or 150 meV (strong). Averages are taken over a window 4.8 meV wide, centred 8 meV above the clean band bottom, and $M=3N/4$.

The arithmetic for the smallest sample, with $N=144$, runs as follows. Measured from mid-band, $E=-4(13.61)+8.0=-46.4$ meV. With $a=132.0$ meV, $x=-0.352$ and $\sqrt{1-x^2}=0.936$, so

$$\sigma=\frac{\pi(132.0)(0.936)}{108}\approx3.59\ {\rm meV}.$$

For weak disorder $\rho_{\rm av}=1.439$ per eV nm$^2$, or $0.00576$ per meV and cell. Hence $n=3.595\times144\times0.00576\approx2.98$.

| Side (nm) | $R$, weak | $R$, strong |
|---|---|---|
| 24 | 0.946 | 0.22 |
| 48 | 0.910 | 0.08 |
| 96 | 0.868 | 0.02 |

For strong disorder $\rho_{\rm typ}$ falls from $0.27$ to $0.025$ per eV nm$^2$, while the sampled $\rho_{\rm av}$ goes from $1.25$ to $1.04$. That last change is not a trend: a few sites close to resonance dominate the mean, so it is poorly sampled. Counting all levels in the window gives about $1.3$ to $1.4$ at 24 and 48 nm. At the largest size $n=2.15$, for which extended states would give $R\approx e^{-0.293/2.15}\approx0.87$. The sampling error of $\ln R$ there is $0.21$, far too small to bridge the gap.

Diagonalisation gives a separate verdict. A state spread evenly over $A$ cells has $\sum_i|\psi_i|^4=1/A$, so averaging this sum over states and then inverting the average measures an area in cells. When the side doubles from 24 to 48 nm, that area goes from 27 to 31 nm$^2$ for strong disorder and from 239 to 786 nm$^2$ for weak disorder.

The mechanism can be tested too. In the 48 nm samples, $\ln\rho_i$ was fitted against the distance to the nearest centre of a state close to resonance. The slope is $-0.32$ per nm for strong disorder and $-0.014$ per nm for weak.

## What a single limit or a flat ratio hides

At fixed size, refining the resolution drives $R$ down even where states fill the sample, because most energies then fall between levels. The weakly disordered 24 nm sample goes from $R=0.946$ at $M=108$ to $0.006$ at $M=3456$. At fixed resolution, enlarging the sample shows nothing: with $M=108$ and strong disorder, $R$ is $0.217$, $0.226$ and $0.224$ at the three sizes. For weak disorder at the same resolution it stays near $0.95$ at all three, although $e^{-\kappa/n}$ would rise to $0.99$.

The correct path has a limit of its own: the sample must exceed the localisation length. A chain shows this. Its equation $-t(\psi_{j+1}+\psi_{j-1})+\epsilon_j\psi_j=E\psi_j$ becomes, for $r_j=\psi_{j+1}/\psi_j$,

$$r_j=\frac{\epsilon_j-E}{t}-\frac1{r_{j-1}},$$

and the inverse localisation length is the mean of $\ln|r_j|$. For $W=t$ and $E=-t$ the length is 71 sites. The ratio is $0.960$ at $N=32$, $0.856$ at 128, $0.547$ at 512 and $0.143$ at 2048. The shortest chain alone would suggest extended states.

The weak-disorder channel must be read with this in mind. Its $R$ falls by about 8% over the range, well beyond the sampling error. It starts above the Gaussian estimate of about $0.91$ and ends below it. The drift comes from the amplitudes rather than from the levels. Keeping the actual levels but drawing Gaussian amplitudes gives $0.90$ to $0.91$ at all three sizes, while $N\sum_i|\psi_i|^4$ rises from about $2.3$ through $2.95$ to $3.2$, against 3 for Gaussian amplitudes (the 96 nm figures are from one sample). This fits incomplete mixing of plane waves in the small sample and spatial correlations in the largest. The data show no strong localisation up to 96 nm. They do not exclude a localisation length comparable with the largest sample: the chain of 128 sites still has a ratio of 0.856, though it is longer than its localisation length. Nor do they show that the states are extended in an infinite sample.

## Set beside a real SrTiO$_3$ channel

Electron gases in SrTiO$_3$ can have roughly $10^{13}$ to $10^{14}$ carriers per cm$^2$. The model has $2.8\times10^{12}$ (weak, a low value) and $1.2\times10^{13}$ (strong), since the comparison is at fixed energy, not fixed density. The strong disorder has an rms of 43 meV, close to a rough subband spacing of 50 meV, so the single-subband assumption is doubtful there; its effect on $R$ was not computed. Rashba coupling of a rough 3 meV nm changes $R$ by no more than about 1% in the strong case; at weak disorder it leaves $R$ almost unchanged at 24 nm but raises it by about $0.02$ at 48 nm, which roughly halves the fall between these sizes; its effect at 96 nm was not computed. The grid matters more. Halving the side of its cells, with the disorder patches, resolution and energy above the clean band bottom held fixed, raises $R$ from $0.23$ to $0.44$ at 24 nm and from $0.09$ to $0.23$ at 48 nm. A second halving at 24 nm raises $R$ by roughly a further 10 to 15% of its value, to about $0.5$. For weak disorder, the first halving raises $R$ by only about $0.01$ to $0.02$ at these two sizes. The fall with size survives the first halving, but the tabulated values of $R$ are not converged for a continuous channel. The finest resolution, $0.22$ meV, corresponds to $2.6$ K and is below a rough Coulomb energy of $0.5$ meV, found at the carrier spacing of the strong case with an assumed relative permittivity of 1000. The result therefore concerns non-interacting electrons at zero temperature. It does not predict room-temperature mobility, where $k_BT$ is 26 meV and inelastic scattering, absent here, can move electrons between localised states.

The numerical output lists the size, resolution and sampling error for each entry of the table.

## Calculated quantities

```
mass 0.7 m_e, cell 2.0 nm, hopping t = 13.61 meV
energy above clean band bottom 8.0 meV; scaling half-width 132.0 meV
disorder W: weak 20.0 meV, strong 150.0 meV; W/t = 1.47, 11.02
kernel width at M=200, x=-0.35: quadrature 0.01461, formula 0.01471
kappa: formula 0.2933, kernel sum 0.2935
recursion against diagonalisation: largest deviation/mean 7.4e-11
atomic limit: geometric mean ~ M^p, p = -2.993
random matrix N=150, M=100: n_res 3.34, R 0.917, exp(-kappa/n_res) 0.916
random matrix N=600, M=400: n_res 3.30, R 0.914, exp(-kappa/n_res) 0.915
channel: side nm | M | sigma meV | n_res | arith, geom 1/(eV nm^2) | R | err ln R
weak   24 | 108 | 3.595 | 2.98 | 1.439, 1.3613 | 0.9459 | 0.001
weak   48 | 432 | 0.899 | 3.28 | 1.586, 1.4428 | 0.9096 | 0.003
weak   96 | 1728 | 0.225 | 3.20 | 1.544, 1.3401 | 0.8678 | 0.007
strong 24 | 108 | 3.595 | 2.59 | 1.250, 0.2712 | 0.2170 | 0.043
strong 48 | 432 | 0.899 | 2.68 | 1.294, 0.1016 | 0.0785 | 0.101
strong 96 | 1728 | 0.225 | 2.15 | 1.039, 0.0248 | 0.0238 | 0.214
clean parabolic band: 1.462 1/(eV nm^2) per spin
fixed size, weak, 24 nm: R 0.946 at M=108, 0.0061 at M=3456
fixed M=108, strong: R 0.217, 0.226, 0.224 at 24, 48, 96 nm
weak: participation area 239, 786 nm^2 at 24, 48 nm; sheet density 2.76e+12 cm^-2
strong: participation area 27, 31 nm^2 at 24, 48 nm; sheet density 1.16e+13 cm^-2
slope of ln LDOS with distance to nearest resonant centre: weak -0.014, strong -0.316 per nm
chain W=t, E=-t: localisation length 71 sites
chain R: N=32: 0.960, N=128: 0.856, N=512: 0.547, N=2048: 0.143
strong disorder, same samples, R at 24 and 48 nm:
  model as posed: 0.226, 0.089
  with Rashba 3.0 meV nm: 0.227, 0.089
  with 1 nm grid cells: 0.442, 0.232
finest resolution 0.225 meV equals k_B T at 2.61 K; k_B T at 300 K = 25.9 meV
Coulomb energy at carrier spacing 2.9 nm, permittivity 1000: 0.49 meV
rms disorder: weak 5.8, strong 43.3 meV; rough subband spacing 50 meV
spin precession length hbar^2/(2 m alpha) = 18.1 nm
```
